# Hydrogen filling of a film beneath an impermeable strip gate

## Problem

A hydrogen-permeable film of thickness \(d\) lies on a substrate and is covered by a long strip gate occupying \(0<x<W\). Neither the gate nor the substrate passes hydrogen, so hydrogen enters the covered film only through its two edges. The film is empty at first. From \(t=0\) the concentration at both edges is held at \(c_0\). The diffusivity \(D\) is constant, and at first no hydrogen is trapped.

1. Show that the centre reaches 90 percent of the edge concentration at about \(0.26\,W^2/D\), and bound the error of the formula used.
2. Show that this happens once, and that the centre is the last place to reach 90 percent. Find the mean filling of the strip at that moment.
3. Find the corresponding time for a square gate of side \(W\) with four open edges.
4. Evaluate the strip result for molecular hydrogen in a silica film on silicon, using these rough, round values: \(W=100\) µm, \(d=100\) nm, \(T=700\) K, \(D=D_0e^{-E/kT}\) with \(D_0=5\times10^{-4}\) cm²/s and \(E=0.45\) eV.
5. The film's interface with silicon holds \(N=10^{12}\) cm⁻² defects, each of which consumes one H₂ molecule irreversibly. Take \(c_0=10^{17}\) cm⁻³ and a capture coefficient \(k_c=10^{-6}\,\text{cm}^3/\text{s}\times e^{-1.60\,\text{eV}/kT}\). How does trapping change the answer? Estimate also the effects of temperature, edge entry, a leaking gate and uptake by the silicon.

## Solution

### 1. The filling time

The edge values and the initial state do not vary across the film thickness, and no hydrogen crosses the top or bottom face. The concentration therefore depends on \(x\) and \(t\) alone:

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.
\]

Define \(s=x/W\), \(\tau=Dt/W^2\) and the relative deficit \(u=1-c/c_0\). Since \(\partial_t=(D/W^2)\partial_\tau\) and \(\partial_x^2=W^{-2}\partial_s^2\), the factors \(D/W^2\) cancel:

\[
u_\tau=u_{ss},\qquad u(0,\tau)=u(1,\tau)=0,\qquad u(s,0)=1 .
\]

Working with the deficit makes the edge values zero, so that solutions can be added without disturbing them. A product \(S(s)G(\tau)\) solves the equation if \(G'/G=S''/S\). The left side depends on \(\tau\) and the right side on \(s\), so both equal a constant. The edge conditions require \(S=\sin(m\pi s)\) with \(m=1,2,\dots\), which makes the constant \(-m^2\pi^2\). Hence

\[
u=\sum_{m=1}^{\infty}b_m\sin(m\pi s)\,e^{-m^2\pi^2\tau}.
\]

The initial value fixes the coefficients. Multiply \(u(s,0)=1\) by \(\sin(m\pi s)\) and integrate. Different sines are orthogonal, and \(\int_0^1\sin^2(m\pi s)\,ds=\tfrac12\), so

\[
b_m=2\int_0^1\sin(m\pi s)\,ds=\frac{2\,[1-\cos(m\pi)]}{m\pi}.
\]

This is \(4/(m\pi)\) for odd \(m\) and zero for even \(m\). At the centre, \(\sin(m\pi/2)\) takes the values \(1,-1,1,\dots\) for \(m=1,3,5,\dots\), which gives

\[
u(\tfrac12,\tau)=\frac4\pi\left[e^{-\pi^2\tau}-\frac13e^{-9\pi^2\tau}+\frac15e^{-25\pi^2\tau}-\cdots\right].
\]

Keep the first term and set the deficit equal to 0.1:

\[
\frac4\pi e^{-\pi^2\tau_{90}}=\frac1{10}
\quad\Rightarrow\quad
e^{\pi^2\tau_{90}}=\frac{40}{\pi}
\quad\Rightarrow\quad
\tau_{90}=\frac{\ln(40/\pi)}{\pi^2}=0.2578 .
\]

Restoring the units,

\[
\boxed{t_{90}=\frac{W^2}{\pi^2D}\ln\frac{40}{\pi}\simeq0.26\,\frac{W^2}{D}}
\]

The series alternates and its terms decrease in size, so the error of the first term is smaller than the second term. Relative to the first, the second term at \(\tau_{90}\) is

\[
\frac13e^{-8\pi^2\tau_{90}}=\frac13\left(\frac{\pi}{40}\right)^8=4.8\times10^{-10}.
\]

The neglected terms lower the deficit, so the true crossing comes slightly earlier. Since \(d\ln u/d\tau\simeq-\pi^2\), the shift in \(\tau\) is at most about \(4.8\times10^{-10}/\pi^2\), which is negligible.

For another target \(c=fc_0\), the same step gives \(\tau_f=\ln\{4/[\pi(1-f)]\}/\pi^2\), provided that the second term is still small. Each further tenfold reduction of the deficit then costs the same additional time, \(\ln(10)\,W^2/(\pi^2D)\).

At early times many terms of this series matter, and a different form is more useful. A single edge at \(s=0\) would give \(c/c_0=\operatorname{erfc}[s/(2\sqrt\tau)]\). Adding image sources of alternating sign to satisfy both edge conditions gives

\[
\frac{c}{c_0}=\sum_{n=0}^{\infty}(-1)^n\left[\operatorname{erfc}\frac{n+s}{2\sqrt\tau}+\operatorname{erfc}\frac{n+1-s}{2\sqrt\tau}\right].
\]

At \(s=0\) neighbouring terms cancel and leave \(\operatorname{erfc}(0)=1\), as required. The other edge follows by symmetry, and every term vanishes inside the strip as \(\tau\to0\). At the centre,

\[
\frac{c}{c_0}=2\sum_{n=0}^{\infty}(-1)^n\operatorname{erfc}\frac{2n+1}{4\sqrt\tau}.
\]

For \(\tau\ll1\) the first term dominates: the two edges contribute equally and independently. At the rounded time \(\tau=0.26\), the full sum gives \(c/c_0=0.902\).

### 2. One crossing, and the centre last

The maximum principle says that a bounded solution of the diffusion equation that is non-negative initially and at its boundaries stays non-negative. It gives \(0\le u\le1\).

For any delay \(a>0\), the difference \(u(s,\tau)-u(s,\tau+a)\) also solves the equation. It vanishes at both edges and starts as \(1-u(s,a)\ge0\), so it remains non-negative. The deficit therefore never increases. For \(\tau>0\) the centre deficit is an analytic function of time, and it is not constant, so it cannot stay level over any interval. It passes 0.1 once.

To compare positions, take \(0<\delta<1\) and define \(v(s,\tau)=u(s+\delta,\tau)-u(s,\tau)\) for \(0\le s\le(1-\delta)/2\). At the left end \(v=u(\delta,\tau)\ge0\). At the right end the two points are mirror images about the centre, so \(v=0\). Initially \(v=0\) inside the interval. Hence \(v\ge0\). For any \(s<\tfrac12\), choosing \(\delta=\tfrac12-s\) gives \(u(\tfrac12,\tau)\ge u(s,\tau)\). The other half follows by symmetry. When the centre reaches 90 percent, every other point has reached at least that value.

The mean of \(\sin(\pi s)\) over the strip is \(2/\pi\), while its central value is 1. With the first term alone, the mean deficit at \(t_{90}\) is \((2/\pi)(0.1)=0.2/\pi\), and the mean filling is \(1-0.2/\pi=0.936\). A measurement of total hydrogen content would therefore pass 90 percent before the centre does.

### 3. A square gate

With four open edges, the product \(u(x/W,\tau)\,u(y/W,\tau)\) of two strip deficits solves the two-dimensional equation: the time derivative acts on each factor in turn and supplies the two second derivatives. The product vanishes on all four edges and equals 1 initially. At the centre, the leading term gives

\[
\left(\frac4\pi\right)^2e^{-2\pi^2\tau}=\frac1{10}
\quad\Rightarrow\quad
\tau_{90}^{\rm square}=\frac{\ln(160/\pi^2)}{2\pi^2}=0.141 .
\]

At fixed \(W\) and \(D\), this is a little over half the strip time. For a rectangular gate of length \(L\), the second factor becomes \(u(y/L,Dt/L^2)\). Solving for a central deficit of 0.1 then gives a time 13 percent below the strip value at \(L=2W\), but only 3 percent below it at \(L=3W\). The strip result therefore serves well once the gate is about three times as long as it is wide.

### 4. The silica film

At 700 K, \(kT=0.06032\) eV, so

\[
D=5\times10^{-4}\,e^{-0.45/0.06032}=2.88\times10^{-7}\ \text{cm}^2/\text{s}.
\]

With \(W=10^{-2}\) cm, \(W^2/D=347\) s, and

\[
t_{90}=0.2578\times347.4\ \text{s}=89.6\ \text{s}\approx1.5\ \text{min}.
\]

A gate 10 µm wide would need 0.90 s at the same temperature, because the time scales as \(W^2\).

### 5. What the simple model leaves out

**Trapping.** Let \(C=c/c_0\), and let \(p\) be the fraction of defects still empty. Capture at the interface removes \(Nk_ccp\) molecules per unit area and time, which is spread over the thickness \(d\). This averaging is valid because \(Nk_cd/D\approx10^{-4}\): diffusion across the film easily keeps up with capture. In scaled form,

\[
C_\tau=C_{ss}-RKCp,\qquad p_\tau=-KCp,
\]

\[
R=\frac{N}{c_0d},\qquad K=\frac{k_cc_0W^2}{D}.
\]

Here \(c_0d=10^{17}\times10^{-5}=10^{12}\) cm⁻², so \(R=1\): the defects demand as much hydrogen as the full film holds. The capture time at the edge concentration is \(1/(k_cc_0)=3.31\) s, and \(K=347.4/3.31=105\).

One result needs no numerical solution. Substituting \(C=1-u\) and eliminating the capture term gives \(u_\tau+Rp_\tau=u_{ss}\). Integrate over all time. Both \(u\) and \(p\) fall from 1 to 0, so \(I(s)=\int_0^\infty u\,d\tau\) obeys

\[
I''=-(1+R),\quad I(0)=I(1)=0
\quad\Rightarrow\quad
I=\frac{1+R}{2}\,s(1-s).
\]

At the centre \(I=(1+R)/8\). This time-integrated deficit doubles when \(R\) rises from 0 to 1, whatever the capture speed.

The 90 percent time need not double with it: it depends on \(K\), can lie above or below twice the trap-free value, and must be found numerically. At \(R=1\) it is about 2.6 times the trap-free value for \(K=2\) and 1.8 times for \(K=20\), because slower capture keeps drawing hydrogen at late times. Here \(K=105\). Finite differences in \(s\), with a stiff integrator in time, give 137.8 s for the hydrogen at the centre, 1.54 times the trap-free value. If each molecule served two defects, while each defect still filled at the rate \(k_cc\), the demand would halve and the time would be 115 s.

The defects themselves follow a different clock. Integrating the equation for \(p\) gives

\[
p=\exp\left(-k_cc_0\int_0^tC\,dt'\right).
\]

Filling 90 percent of them requires \(\int C\,dt'=\ln(10)\times3.31\ \text{s}=7.6\) s. In the numerical solution the central defects reach this point at 71.4 s, before even the trap-free \(t_{90}\). Capture is fast enough here to fill them while the local hydrogen concentration is below \(0.9c_0\). The concentration criterion is therefore not a passivation criterion. For the 10 µm gate the order reverses: since \(C\le1\), 90 percent passivation takes at least 7.6 s, although hydrogen would fill a trap-free film in 0.90 s. With traps (\(K=1.05\)) the hydrogen at the centre reaches 90 percent at 1.6 s and the central defects at 8.4 s. Capture, not lateral diffusion, then sets the pace.

**Temperature and barrier.** Without traps, \(t_{90}\) is 99.8 s at 690 K and 80.6 s at 710 K. Raising \(E\) by 0.05 eV at fixed \(D_0\) and 700 K gives 205 s, so an uncertain barrier can matter more than trapping. Extrapolating the same diffusivity law to 300 K gives \(1.9\times10^6\) s.

**Edge entry.** Suppose the film continues beyond the gate and its exposed top face is held at \(c_0\). Hydrogen must then turn under the gate edge. Because \(d\ll W\), the deficit near the edge is quasi-steady and obeys Laplace's equation. Put the gate edge at \(x=0\), with the gate at \(x>0\), and map the film by \(\zeta=e^{\pi(x+iy)/d}\) to the upper half-plane. The exposed face becomes the segment \(-1<\zeta<0\), where the deficit vanishes. The rest of the real axis is impermeable, so reflection extends the solution to the whole plane.

The map \(\zeta+\tfrac12=\tfrac14(w+1/w)\) turns the segment into the circle \(|w|=1\). The deficit is then proportional to \(\ln|w|\). Far under the gate \(w\simeq4\zeta\), and normalising to unit slope gives

\[
\frac d\pi\ln|4\zeta|=x+\frac{2\ln2}{\pi}d .
\]

Each edge thus adds \(0.441d\), or 44 nm, to the diffusion path. Replacing \(W\) by \(W+0.88d\) raises \(t_{90}\) by 0.18 percent.

**A leaking gate.** Let the gate admit a flux \(P(c_0-c)\), with \(P\) small enough that \(Pd/D\ll1\). Averaging over the thickness adds \(-(P/d)u\) to \(\partial u/\partial t\), so every decay rate rises by \(P/d\). A one percent increase of the slowest rate, \(\pi^2D/W^2\), needs only

\[
P=0.01\,\frac{\pi^2Dd}{W^2}=2.8\times10^{-9}\ \text{cm/s}.
\]

For a barrier layer of thickness \(h=500\) nm with steady, linear permeation, \(P=rD/h\), where \(r\) is the ratio of its permeability (diffusivity times solubility) to that of the film. The limit is \(r=Ph/D=4.9\times10^{-7}\). The requirement is severe because hydrogen has a short way through the gate and a large area to cross.

This limit assumes that permeation becomes steady well before \(t_{90}\). The delay is about \(h^2/(6D_b)\), where \(D_b\) is the diffusivity in the barrier layer. If the layer dissolves hydrogen as well as the film does, then \(D_b=rD\), and at the limit the delay is about 50 minutes. An initially empty layer of this kind would still be taking hydrogen from the film at \(t_{90}\), which slows the filling: solving the coupled film and layer gives about 174 s instead of 90 s, a larger delay than trapping causes here. At the same \(r\), a layer with one tenth of the film's solubility gives 107 s, and one with one hundredth gives 91 s. Its storage must then be included in the model.

**Uptake by silicon.** Take a rough solubility of \(5\times10^{21}e^{-1.90\,\text{eV}/kT}\) atoms/cm³ and a wafer 500 µm thick. Even a saturated wafer would dissolve only \(2.6\times10^{-6}\) of the hydrogen atoms held by the filled film. This estimate omits hydrogen bound to dopants or defects in the silicon, whose capacity can be far larger: \(10^{15}\) sites/cm³ in this wafer number 25 times the hydrogen atoms in the film. How many of them are occupied depends on their binding at 700 K and on the rate at which hydrogen enters the silicon, neither of which is estimated here.

**Comparison with real devices.** Whether a real barrier layer, such as dense silicon nitride, meets the leakage limit above, and how much hydrogen it absorbs, must be checked for the layer used. A 100 nm film is thick compared with modern gate oxides. At fixed \(N\) and \(c_0\), a 10 nm film would have \(R=10\), and its time-integrated central deficit would be 11 times the trap-free value. In a first anneal the defects are still empty, so trapping must be included in the hydrogen filling time unless \(R\ll1\) or \(RK\ll1\). In the second case capture is slow: its scaled rate never exceeds \(RK\), so it lowers \(C\) at the centre by at most \(RK/8\). This drop must be small against the target deficit of 0.1. At \(R=10\), \(t_{90}\) rises by 4 percent for \(RK=0.1\), by 13 percent for \(RK=0.3\), and about 6.5-fold for \(RK=1\). Likewise \(R=0.1\) with \(K=5\) still adds 12 percent. For the numbers used here, trapping lengthens the hydrogen filling time from about 90 to about 140 s. The simple formula is better suited to a film whose defects are already passivated, under a gate that meets the leakage condition and absorbs little hydrogen itself.

Numbers in the example were calculated in double precision.
